# Exact decoupling does not fix the two-component Hamiltonian

Consider a four-by-four Hamiltonian whose upper and lower pairs of components are not coupled at all. Let its upper block be

$$V=\begin{pmatrix}0&0\\0&\Delta\end{pmatrix},\qquad \Delta>0 .$$

Nothing needs decoupling. But suppose the upper pair is transformed with the unitary matrix

$$u=\frac1{\sqrt2}\begin{pmatrix}1&-1\\1&1\end{pmatrix},\qquad uVu^\dagger=\frac{\Delta}{2}\begin{pmatrix}1&-1\\-1&1\end{pmatrix}.$$

The four-by-four matrix is still block diagonal, and the new block has trace $\Delta$ and determinant zero, so its eigenvalues are still $0$ and $\Delta$. Its lowest eigenvector, however, has changed from $(1,0)$ to $(1,1)/\sqrt2$. The expectation value of $\sigma_z=\mathrm{diag}(1,-1)$ in that vector has fallen from 1 to 0.

Here one would simply decline to apply $u$. When the upper and lower components are coupled, some transformation is unavoidable, and the same freedom is hidden inside it.

## The belief and its appeal

The belief is this: if a two-component Hamiltonian reproduces the positive-energy spectrum of a Dirac matrix without approximation, it is *the* two-component Hamiltonian, and its eigenvectors are *the* two-component orbitals.

It has a sound core. The relation between the lower and upper components of the positive-energy states is unique, as shown below. What is not unique is the way the upper components are turned into normalized two-component orbitals.

In Rydberg atomic units, $\hbar=1$ and $m=1/2$, so $2mc^2=c^2$. With the rest energy subtracted, and with orthonormal bases for the upper and lower components, the Dirac matrix is

$$D=\begin{pmatrix}V&cP\\cP^\dagger&W-c^2\end{pmatrix}.$$

Each block is two by two. The Hermitian matrices $V$ and $W$ represent the potential in the two bases, and $P$ represents $\boldsymbol\sigma\cdot\mathbf p$ between them. A number added to a matrix multiplies the unit matrix.

Assume that

$$\lambda_{\max}(W)-c^2<\lambda_{\min}(V),$$

where $\lambda_{\min}$ and $\lambda_{\max}$ are the extreme eigenvalues. Order the eigenvalues of $D$ as $E_1\ge E_2\ge E_3\ge E_4$. By the min-max theorem, $E_2$ is the largest value that the minimum of $\psi^\dagger D\psi$ over normalized vectors can take when the two-dimensional subspace is varied. Choosing the upper components as the subspace gives $E_2\ge\lambda_{\min}(V)$. Likewise $E_3$ is the smallest possible maximum over a two-dimensional subspace, and choosing the lower components gives $E_3\le\lambda_{\max}(W)-c^2$. A gap therefore separates two states, here called positive-energy states, from the other two. The name refers to the branch of the spectrum: a bound state on it can have a negative energy after the rest energy is subtracted. The assumption is sufficient, not necessary, and realistic heavy-atom bases, where the blocks are larger, often violate it. For the $s_{1/2}$ states of a one-electron ion with a point nucleus of charge 80, in a kinetically balanced Gaussian basis with exponents up to $10^6$ bohr$^{-2}$, $\lambda_{\min}(V)$ is about $-3\times10^5$ Ry, while the physical $c^2$ is about $7.5\times10^4$ Ry. The gap and the invertible matrix $A$ of the next section are still found in that basis, but the simple argument given here does not prove them. Everything after that section needs only those two facts.

## What is unique

Put the two positive-energy eigenvectors side by side, with upper parts forming a matrix $A$ and lower parts a matrix $B$. If $A$ were singular, some nonzero combination of the eigenvectors would have no upper part. Its normalized expectation value of $D$ would be at most $\lambda_{\max}(W)-c^2$, because it lies in the lower space, and at least $E_2\ge\lambda_{\min}(V)$, because it lies in the positive-energy space. The assumption forbids this. Hence $A$ is invertible and

$$X=BA^{-1}$$

exists. Every positive-energy vector has the form $(a,Xa)$. A different choice of basis in this subspace replaces $A,B$ by $AM,BM$, with $M$ invertible, and leaves $X$ unchanged.

Since $D$ maps the subspace into itself, there is a matrix $K$ with

$$D\begin{pmatrix}1\\X\end{pmatrix}=\begin{pmatrix}1\\X\end{pmatrix}K .$$

The upper row gives $K=V+cPX$. The lower row gives $cP^\dagger+(W-c^2)X=XK$, or

$$(c^2-W)X+X(V+cPX)=cP^\dagger. \tag{1}$$

The upper part $a$ of an eigenvector obeys $Ka=Ea$. Thus elimination of the lower components gives a unique matrix $K$ with the right energies. But $K$ is in general not Hermitian, and the vectors $a$ are not normalized, since the full norm is $a^\dagger(1+X^\dagger X)a$.

## Where the freedom enters

Orthonormalizing the two columns of $\begin{pmatrix}1\\X\end{pmatrix}$ gives a Hermitian matrix whose normalized orbitals correspond to normalized four-component states. One way to do this uses

$$R=(1+X^\dagger X)^{-1/2},\qquad S=(1+XX^\dagger)^{-1/2},$$

$$U_0=\begin{pmatrix}R&RX^\dagger\\-SX&S\end{pmatrix}. \tag{2}$$

The upper rows are orthonormal because $R(1+X^\dagger X)R=1$, and the lower rows because $S(XX^\dagger+1)S=1$. They are mutually orthogonal because $R(-X^\dagger+X^\dagger)S=0$. The adjoints of the upper rows span the positive-energy subspace. The Hermitian matrix $D$ preserves this subspace and hence its orthogonal complement, so $U_0DU_0^\dagger$ is block diagonal. Its upper block is

$$h_0=R(1+X^\dagger X)KR=R^{-1}KR, \tag{3}$$

where $R(1+X^\dagger X)=R^{-1}$ was used.

Now take any two-by-two unitary matrices $u,w$ and set $G=\mathrm{diag}(u,w)$. Then

$$(GU_0)D(GU_0)^\dagger=\begin{pmatrix}uh_0u^\dagger&0\\0&wh_-w^\dagger\end{pmatrix},$$

with $h_-$ the lower block obtained from $U_0$. If $h_0\phi=E\phi$, then $(uh_0u^\dagger)(u\phi)=E\,u\phi$. The energy stays and the orbital becomes $u\phi$.

There is no further freedom, provided the positive-energy states are assigned to the upper block. Let $U'$ be another such decoupling. The matrix $U_0^\dagger$ takes the upper space to the positive-energy space, and $U'$ takes that back to the upper space. So $U'U_0^\dagger$ maps the upper space onto itself. Being unitary, it also maps the orthogonal lower space onto itself, and is therefore of the form $\mathrm{diag}(u,w)$.

Not every $u$ changes the Hamiltonian: $uh_0u^\dagger=h_0$ holds precisely when $uh_0=h_0u$. If the two energies differ, such a $u$ merely multiplies each orbital by a phase. If they coincide, $h_0$ is a multiple of the unit matrix and no $u$ changes it, although $u$ can still mix the degenerate orbitals.

Apart from that case, the freedom is large. Write $h_0=C\varepsilon C^\dagger$, with $\varepsilon$ the diagonal matrix of energies, and let $h_t=C_t\varepsilon C_t^\dagger$ be any Hermitian matrix with the same energies. The choice $u=C_tC^\dagger$ turns $h_0$ into $h_t$. One may even make the Hamiltonian diagonal, with orbitals $(1,0)$ and $(0,1)$. A correct spectrum therefore says nothing about the orbital coefficients.

One might object that $u$ is just a change of basis. It would be, if the basis functions were rotated along with the coefficients. Here the functions are held fixed, so new coefficients mean a different two-component function of position and spin.

## A model with numbers

Take $c=10$, deliberately far below the physical value so that the differences are visible, and

$$V=\begin{pmatrix}-40&6\\6&-10\end{pmatrix},\quad W=\begin{pmatrix}-50&5\\5&-15\end{pmatrix},\quad P=\begin{pmatrix}3&1\\2&5\end{pmatrix},$$

with energies in Ry and $P$ in inverse bohr. These are round model parameters, not those of a material. Since an eigenvalue lies no farther from some diagonal element than the off-diagonal element of that row allows, $\lambda_{\min}(V)\ge-40-6=-46$ Ry and $\lambda_{\max}(W)\le-15+5=-10$ Ry. As $-10-100<-46$, the assumption holds.

Numerical diagonalization of $D$ gives the positive-energy levels $-36.009$ and $15.867$ Ry, or $-489.9$ and $215.9$ eV. Their splitting is $\Delta=51.876$ Ry. The eigenvectors give

$$X=\begin{pmatrix}0.2432&0.1155\\0.0679&0.3915\end{pmatrix}.$$

The first element of $K$ is $-40+30(0.2432)+10(0.0679)=-32.02$ Ry. The other elements follow in the same way:

$$K=\begin{pmatrix}-32.02&13.38\\14.26&11.88\end{pmatrix}\ \text{Ry}.$$

It is not Hermitian. Equation (3) makes it so, but so do other normalizations. Four are compared here:

- **Symmetric:** $U_0$ of equation (2).
- **Cholesky:** factor $1+X^\dagger X=LL^\dagger$, with $L$ lower triangular, and use the upper rows $L^{-1}(1,X^\dagger)$.
- **Two-step:** first decouple the free matrix, with $V=W=0$, by its symmetric transformation; then decouple the transformed full matrix symmetrically. This is the Barysz–Sadlej–Snijders construction.
- **Diagonal:** rotate the symmetric result into its own eigenvectors.

All matrices are real, and in each case $u$ is a rotation

$$u(\theta)=\begin{pmatrix}\cos\theta&-\sin\theta\\\sin\theta&\cos\theta\end{pmatrix}$$

relative to the symmetric choice. The last column is the value of $\sigma_z$ in the lowest two-component orbital.

| Choice | $h_{11}$ (Ry) | $h_{12}$ (Ry) | $h_{22}$ (Ry) | $\theta$ (rad) | $\langle\sigma_z\rangle$ |
|---|---:|---:|---:|---:|---:|
| Symmetric | −32.01 | 13.83 | 11.87 | 0 | 0.846 |
| Cholesky | −31.29 | 14.91 | 11.15 | −0.0251 | 0.818 |
| Two-step | −32.11 | 13.67 | 11.97 | 0.0036 | 0.850 |
| Diagonal | −36.01 | 0 | 15.87 | 0.2812 | 1.000 |

The energies of a real symmetric two-by-two matrix are its mean diagonal element plus and minus $\sqrt{[(h_{22}-h_{11})/2]^2+h_{12}^2}$. With one more digit than the table shows, the root is $\sqrt{21.943^2+13.830^2}=25.938$ Ry for the symmetric choice and $\sqrt{21.221^2+14.914^2}=25.938$ Ry for Cholesky, half the splitting $\Delta$. The mean is $-10.07$ Ry in both. Different matrices give the same levels.

The size of the change follows from the angle. Write the lowest orbital as $\phi=(\cos a,\sin a)$. With $E_1$ the higher energy,

$$h=E_1-\Delta\,\phi\phi^T,\qquad \phi\phi^T=\tfrac12\left(1+\cos2a\,\sigma_z+\sin2a\,\sigma_x\right).$$

The rotation replaces $a$ by $a+\theta$. The vector $(\cos2a,\sin2a)$ thus turns through $2\theta$, and its tip moves by $2|\sin\theta|$. Since $\sigma_x$ and $\sigma_z$ each have squared Frobenius norm 2 and are mutually orthogonal in the trace,

$$\|h'-h\|_F=\frac{\Delta}{2}\sqrt2\,2|\sin\theta|=\sqrt2\,\Delta|\sin\theta|.$$

For Cholesky this is $1.4142\times51.876\times0.02512=1.843$ Ry. A rotation of less than two degrees changes the Hamiltonian by more than one rydberg, because it acts on a large level splitting.

## What a measurement sees

The four-component state does not depend on the choice. With $\phi'=u\phi$ and $U'=GU_0$,

$$U'^\dagger\begin{pmatrix}\phi'\\0\end{pmatrix}=U_0^\dagger G^\dagger\begin{pmatrix}u\phi\\0\end{pmatrix}=U_0^\dagger\begin{pmatrix}\phi\\0\end{pmatrix}=\psi .$$

For a four-component operator $Q$, it follows that

$$\psi^\dagger Q\psi=\phi'^\dagger(U'QU'^\dagger)_{++}\phi', \tag{4}$$

where $++$ denotes the upper block. Both the operator and the orbital must be transformed, and by the same $U'$.

This is also the quantity that governs an energy response. Add $\lambda Q$ to $D$ and differentiate $E=\psi^\dagger(D+\lambda Q)\psi$ for a nondegenerate normalized state. The terms from the change of $\psi$ add up to $E\,d(\psi^\dagger\psi)/d\lambda=0$, so $dE/d\lambda=\psi^\dagger Q\psi$. If the untransformed $\lambda\sigma_z$ is added to a two-component Hamiltonian instead, the same argument gives the slope $\phi'^\dagger\sigma_z\phi'$, which depends on $u$.

Let $Q=\mathrm{diag}(\sigma_z,\sigma_z)$. The lowest positive-energy state is

$$\psi=(0.9388,\,-0.2795,\,0.1960,\,-0.0457),$$

and hence

$$\psi^\dagger Q\psi=0.8814-0.0781+0.0384-0.0021=0.8396 .$$

Equation (4) gives this value for all four choices. The bare values in the table range from 0.818 to 1.000, and none equals it. In general the bare value is $\cos^2(a+\theta)-\sin^2(a+\theta)=\cos2(a+\theta)$, which takes every value from $-1$ to $1$ as $\theta$ varies. Some angle would therefore reproduce 0.8396, but agreement for one state and one operator does not validate the bare operator.

Transforming the operator is not enough if the orbital comes from another scheme. The symmetric operator $(U_0QU_0^\dagger)_{++}$ combined with the Cholesky orbital gives 0.8120, which is 3.3% below the correct value.

## Conventions and how far apart they lie

A convention can select one decoupling. The symmetric one is closest to the identity. Expanding the squared Frobenius norm and using the unitarity of $GU_0$,

$$\|GU_0-1\|_F^2=8-2\,\mathrm{Re\,tr}(uR)-2\,\mathrm{Re\,tr}(wS).$$

In the eigenbasis of $R$, whose eigenvalues $r_i$ are positive, $\mathrm{Re\,tr}(uR)=\sum_i r_i\,\mathrm{Re}\,u_{ii}\le\sum_i r_i$. Equality requires every $u_{ii}=1$, and then unitarity forces $u=1$. The same argument gives $w=1$. This singles out $U_0$ once closeness to the identity is demanded; decoupling itself does not demand it.

The Cholesky and two-step constructions approach the symmetric one at different rates when $c$ grows with $V$, $W$ and $P$ fixed. Let $T=PP^\dagger$, the kinetic-energy matrix of the nonrelativistic limit. The leading terms of equation (1) give $X=P^\dagger/c+O(c^{-3})$, so $X^\dagger X=T/c^2+O(c^{-4})$.

For Cholesky, comparison of $L^{-1}(1,X^\dagger)$ with $uR(1,X^\dagger)$ gives $u=L^{-1}R^{-1}$. To order $c^{-2}$, $R^{-1}=1+T/(2c^2)$, while $L=1+\ell$ with $\ell+\ell^\dagger=T/c^2$. As $\ell$ is lower triangular, $\ell_{21}=T_{21}/c^2$. Therefore

$$\theta\approx u_{21}\approx\frac{T_{21}}{2c^2}-\frac{T_{21}}{c^2}=-\frac{T_{21}}{2c^2}.$$

For the two-step construction, let $X_0$ be the free solution and $X_1=X-X_0$. Subtracting the free form of equation (1) from the full one leaves, at leading order, $c^2X_1=WX_0-X_0V$, so

$$X_1=\frac{WP^\dagger-P^\dagger V}{c^3}+O(c^{-5}).$$

Let $R_0,S_0$ belong to $X_0$, and let $Y,R_1$ be the $X$ and $R$ of the second step. The upper rows of the product must equal $uR(1,X^\dagger)$:

$$R_1(R_0-Y^\dagger S_0X_0)=uR,\qquad R_1(R_0X_0^\dagger+Y^\dagger S_0)=uRX^\dagger .$$

Inserting the first relation into the second and cancelling $R_1$ gives $Y^\dagger S_0(1+X_0X^\dagger)=R_0X_1^\dagger$. Hence $Y=X_1+O(c^{-5})$ and $R_1=1+O(c^{-6})$. Also $R_0R^{-1}=1+\frac12(X^\dagger X-X_0^\dagger X_0)+O(c^{-6})$, and the bracket is $X_0^\dagger X_1+X_1^\dagger X_0$ to this order. The first relation then yields

$$u\approx1+\tfrac12(X_0^\dagger X_1+X_1^\dagger X_0)-X_1^\dagger X_0
=1+\tfrac12(X_0^\dagger X_1-X_1^\dagger X_0).$$

Since $X_0^\dagger X_1\approx(PWP^\dagger-TV)/c^4$ and $X_1^\dagger X_0\approx(PWP^\dagger-VT)/c^4$, the terms with $W$ cancel:

$$u\approx1+\frac{VT-TV}{2c^4}.$$

At this order the difference comes from the failure of potential and kinetic energy to commute.

In the model, $T_{21}=2\cdot3+5\cdot1=11$ and $(VT-TV)_{21}=-50-(-266)=216$. The leading angles at $c=10$ are $-11/200=-0.055$ and $216/20000=0.0108$ rad. They have the right signs but are about two and three times too large in magnitude, so $c=10$ lies outside the range where the leading terms suffice. At $c=100$, the leading angles differ from those of the full constructions by 1.2% for Cholesky and 1.6% for two-step, relative to the leading values; at $c=200$ the differences are 0.3% and 0.4%. These expansions need the eigenvalues of $T$, $V$ and $W$ to be small compared with $c^2$. At the physical $c\approx274$, bases with tight functions do not satisfy this. For the charge-80 ion with exponents up to $10^6$ bohr$^{-2}$, the largest eigenvalue of $T$ is about $94\,c^2$, and the commutator formula gives $\|u-1\|_F\approx56$ where the full two-step construction gives about $0.01$. The leading terms show the origin of the differences, not their size in such calculations.

The symmetric, Cholesky and two-step constructions thus draw together as $c$ grows. The diagonal one does not: since $cPX\to T$ and $R\to1$, equation (3) gives $h_0\to V+T$, whose off-diagonal element in the model is $6+11=17$ Ry, so the rotation that diagonalizes it stays finite. At finite $c$ the constructions of the model, where $T_{21}$ and $VT-TV$ do not vanish, are different Hamiltonians with one spectrum. The matrix $u$ that connects two of them converts the orbitals and matrix elements of one into those of the other; properties computed with equation (4) are the same for all.
